# Spin-Orbit Lowering of the 4S Ground Term in Bismuth 6p3: verification in Python

```python
# Result under test: in a p^3 shell the J=3/2 levels follow from
#   H = [[0,0,z],[0,9*F2,sqrt(5)*z/2],[z,sqrt(5)*z/2,15*F2]]
# in the basis (4S,2D,2P), and its lowest eigenvalue is below zero for z != 0.
# z (zeta): spin-orbit parameter; F2: Slater integral F^2 divided by 25.
# Zero of energy: the 4S term without spin-orbit coupling. Unit: hartree.
# The reference side is built from Fock-space operators and angular quadrature.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]

# Fermion operators for six spin orbitals (p_x, p_y, p_z, each up and down)
lower = np.array([[0., 1.], [0., 0.]])
sign = np.diag([1., -1.])
ann = []
for i in range(6):
    op = np.eye(1)
    for j in range(6):
        op = np.kron(op, sign if j < i else lower if j == i else np.eye(2))
    ann.append(op)

def onebody(h):
    out = np.zeros((64, 64), complex)
    for i in range(6):
        for j in range(6):
            if abs(h[i, j]) > 1e-15:
                out += h[i, j] * (ann[i].T @ ann[j])
    return out

lmat = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    lmat[i, j, k], lmat[i, k, j] = -1j, 1j
smat = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                 [[1, 0], [0, -1]]], complex) / 2
l_one = [np.kron(m, np.eye(2)) for m in lmat]
s_one = [np.kron(np.eye(3), m) for m in smat]
ls_one = sum(a @ b for a, b in zip(l_one, s_one))
p32 = (np.eye(6) + ls_one) / 1.5
p12 = np.eye(6) - p32
L = [onebody(m) for m in l_one]
S = [onebody(m) for m in s_one]
J = [a + b for a, b in zip(L, S)]
SO = onebody(ls_one)
L2, S2, J2 = (sum(m @ m for m in v) for v in (L, S, J))

# Quadrupole matrices of the p functions by quadrature on the sphere
x, w = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(12) / 12
ct, ph = np.meshgrid(x, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
nvec = np.array([st * np.cos(ph), st * np.sin(ph), ct]).reshape(3, -1)
weight = np.repeat(w, 12) * 2 * np.pi / 12
pfun = np.sqrt(3 / (4 * np.pi)) * nvec
quad = {}
for a in range(3):
    for b in range(3):
        f = nvec[a] * nvec[b] - (a == b) / 3
        quad[a, b] = np.kron((pfun * weight * f) @ pfun.T, np.eye(2))

def coulomb_unit(scale=1.0):
    # P2(cos theta12) repulsion for F2=1; scale multiplies the p1/2-p3/2
    # quadrupole amplitude, as for unequal radial functions.
    out = np.zeros((64, 64), complex)
    for q in quad.values():
        h = p32 @ q @ p32 + p12 @ q @ p12
        h = h + scale * (p12 @ q @ p32 + p32 @ q @ p12)
        big = onebody(h)
        out += big @ big - onebody(h @ h)
    return 0.5 * 25 * 1.5 * out

VC = coulomb_unit()
count = np.array([bin(i).count("1") for i in range(64)])

def sector(m, n=3):
    idx = np.where(count == n)[0]
    return m[np.ix_(idx, idx)]

def state(l, s, j, mj, n=3):
    dim = int(np.sum(count == n))
    test = np.zeros((dim, dim), complex)
    for op, val in ((L2, l*(l+1)), (S2, s*(s+1)), (J2, j*(j+1)), (J[2], mj)):
        d = sector(op, n) - val * np.eye(dim)
        test += d @ d
    e, v = np.linalg.eigh(test)
    assert abs(e[0]) < 1e-10 and e[1] > 1e-3
    return v[:, 0]

vc, so, jz = sector(VC), sector(SO), sector(J[2])
one = np.eye(20)
vS, vD, vP = state(0, 1.5, 1.5, 1.5), state(2, .5, 1.5, 1.5), state(1, .5, 1.5, 1.5)
basis = np.array([vS, vD, vP]).T

# Term energies and spin-orbit matrix from determinants
term = np.linalg.eigvalsh(vc)
assert np.allclose(term, [-15]*4 + [-6]*10 + [0]*6, atol=1e-10)
so3 = basis.conj().T @ so @ basis
assert np.max(abs(np.diag(so3))) < 1e-10
assert abs(so3[0, 1]) < 1e-10
assert abs(abs(so3[0, 2]) - 1) < 1e-10
assert abs(abs(so3[1, 2]) - np.sqrt(5) / 2) < 1e-10
assert np.allclose(np.linalg.eigvalsh(so), [-1.5]*4 + [0]*12 + [1.5]*4, atol=1e-10)
p2state = state(1, 1, 0, 0, 2)
p2diag = np.vdot(p2state, sector(SO, 2) @ p2state).real
assert abs(p2diag + 1) < 1e-10

# Particle-hole map, built state by state
U = np.kron(np.eye(3), np.array([[0., 1.], [-1., 0.]]))
hole = [sum(U[i, j] * ann[j] for j in range(6)) for i in range(6)]
C = np.zeros((64, 64))
for idx in range(64):
    v = np.zeros(64)
    v[63] = 1
    for i in reversed([k for k in range(6) if (idx >> (5 - k)) & 1]):
        v = hole[i] @ v
    C[:, idx] = v
c3 = sector(C)
assert np.allclose(c3 @ c3.T, one)
assert np.allclose(c3 @ so @ c3.T, -so)
assert np.allclose(c3 @ vc @ c3.T, vc)
for op in L + S:
    assert np.allclose(c3 @ sector(op) @ c3.T, sector(op))
phase = np.array([np.vdot(v, c3 @ v) for v in (vS, vD, vP)])
relative = (phase / phase[0]).real
assert np.allclose(relative, [1, 1, -1])

# Derived formulas
def model(F2, z):
    r = np.sqrt(5) * z / 2
    return np.array([[0, 0, z], [0, 9*F2, r], [z, r, 15*F2]])

def cubic_roots(F2, z):
    a, b = 9*F2, 15*F2
    return np.sort(np.roots([1, -(a+b), a*b - 2.25*z*z, a*z*z]).real)

def full_h(F2, z):
    return F2 * (vc + 15 * one) + z * so

def pair_bound(F2, z):
    return 7.5*F2 - np.sqrt((7.5*F2)**2 + z*z)

for z in (-20., -3., -.2, .2, 1., 5., 10., 40.):
    e = np.linalg.eigvalsh(full_h(1., z))
    r = cubic_roots(1., z)
    expected = np.sort(np.r_[np.repeat(r, 4), [9.]*6, [15.]*2])
    assert np.allclose(e, expected, atol=1e-8)
    assert np.sum(r < 0) == 1
    assert -1.5*abs(z) <= e[0] < pair_bound(1., z) < 0

# Weak-coupling expansion against determinant diagonalization
z = 0.3
e = np.linalg.eigvalsh(full_h(1., z))[0]
fourth = (e + z*z/15) / z**4
assert abs(fourth / (-13/40500) - 1) < 0.02  # remainder is of order z^2

# Series in y=(zeta/F2)^2 and its convergence radius
N = 150
c = np.zeros(N + 1)
sq = np.zeros(N + 1)
for n in range(1, N + 1):
    sq[n] = np.dot(c[1:n], c[1:n][::-1]) if n > 1 else 0
    cube = np.dot(c[1:n], sq[1:n][::-1]) if n > 1 else 0
    c[n] = (24*sq[n] - cube + 2.25*c[n-1] - 9*(n == 1)) / 135
X, Y = sp.symbols("X Y")
poly = X*(X-9)*(X-15) - Y*(X-9) - sp.Rational(5, 4)*Y*X
disc = sp.Poly(sp.discriminant(poly, X), Y)
branch = np.roots([float(k) for k in disc.all_coeffs()])
ybranch = abs(branch[abs(branch.imag) > 1e-6][0])
ns = np.arange(120, N + 1)
growth = np.max((abs(c[ns]) * ns**1.5)**(1/ns))
assert abs(growth * ybranch - 1) < 0.03  # finite-order root test
radius = np.sqrt(ybranch)
yt = 0.3 * ybranch
assert abs(np.dot(c[:41], yt**np.arange(41)) - cubic_roots(1, np.sqrt(yt))[0]) < 1e-8

# Worked example: round parameters in the rough regime of bismuth 6p^3
F2, zeta = 0.0045, 0.046
H = full_h(F2, zeta)
E, vec = np.linalg.eigh(H - 1e-4 * jz)
g = vec[:, 0]
assert abs(np.vdot(g, jz @ g).real - 1.5) < 1e-9
roots = np.linalg.eigvalsh(model(F2, zeta))
E0 = roots[0]
assert np.allclose(roots, cubic_roots(F2, zeta), atol=1e-11)
assert abs(np.vdot(g, H @ g).real - E0) < 1e-11
coef = np.array([zeta/E0, np.sqrt(5)*zeta/2/(E0-9*F2), 1.])
coef /= np.linalg.norm(coef)
weights = abs(basis.conj().T @ g)**2
assert np.allclose(weights, coef**2, atol=1e-9)
so_exp = zeta * np.vdot(g, so @ g).real
coul_exp = F2 * np.vdot(g, (vc + 15*one) @ g).real
d = 1e-5
slope = (cubic_roots(F2, zeta+d)[0] - cubic_roots(F2, zeta-d)[0]) / (2*d)
assert abs(zeta*slope - so_exp) < 1e-7
assert so_exp < 0 < coul_exp < -so_exp
n12 = sector(onebody(p12))
jjweight = np.vdot(g, n12 @ (n12 - one) @ g).real / 2
jjvec = np.array([1, np.sqrt(5)/2, -1.5]) / np.sqrt(4.5)
assert abs(jjweight - np.dot(jjvec, coef)**2) < 1e-9
second = -zeta**2/(15*F2)
fourth_term = -13*zeta**4/(40500*F2**3)
y = (zeta/F2)**2
sum40 = F2 * np.dot(c[:41], y**np.arange(41))
assert zeta/F2 > radius and abs(sum40-E0) > 10*abs(E0)

levels = np.array([roots[1], 9*F2, 15*F2, roots[2]]) - E0
scale = 0.9
changed = np.linalg.eigvalsh(F2*sector(coulomb_unit(scale)) + zeta*so)
base = np.linalg.eigvalsh(H)
positions = [4, 8, 14, 16]  # level order: J=3/2, 3/2, 5/2, 1/2, 3/2
assert np.allclose(base[positions]-base[0], levels, atol=1e-10)
for values in (base, changed):
    for lo, hi in ((0, 4), (4, 8), (8, 14), (14, 16), (16, 20)):
        assert np.ptp(values[lo:hi]) < 1e-10
change = (changed[positions]-changed[0]) - levels

def show(label, value, unit="hartree", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")

show("Input F2", F2)
show("Input zeta", zeta)
show("Ratio zeta/F2", zeta/F2, "(no unit)", 3)
for name, val in zip(("4S", "2D", "2P"), (term[0], term[4], term[14])):
    show(f"Coulomb energy of {name} without F0", val, "F2", 3)
show("2D term above 4S", 9*F2)
show("2P term above 4S", 15*F2)
for name, val in zip(("4S", "2D", "2P"), np.diag(so3).real):
    show(f"Diagonal spin-orbit element {name}", abs(val), "zeta (magnitude)", 6)
show("Coupling 4S-2P", abs(so3[0, 2])*zeta)
show("Coupling 2D-2P", abs(so3[1, 2])*zeta)
show("Coupling 4S-2D", abs(so3[0, 1])*zeta)
show("Contrast: p2 3P0 diagonal element", p2diag, "zeta", 3)
show("Particle-hole phase 2D relative to 4S", relative[1], "(no unit)", 0)
show("Particle-hole phase 2P relative to 4S", relative[2], "(no unit)", 0)
for i, val in enumerate(roots, 1):
    show(f"J=3/2 eigenvalue {i}", val)
show("Ground eigenvalue", E0*EV, "eV", 3)
show("Determinant of J=3/2 matrix", np.linalg.det(model(F2, zeta))*1e6,
     "1e-6 hartree^3", 3)
show("Lower bound -3 zeta/2", -1.5*zeta)
show("Upper bound from 4S-2P block", pair_bound(F2, zeta))
for name, val in zip(("4S", "2D", "2P"), weights):
    show(f"Ground-state weight of {name}", val, "(no unit)", 4)
for name, val in zip(("4S", "2D", "2P"), coef):
    show(f"Ground-state coefficient of {name}", val, "(no unit)", 4)
show("Weight of p1/2^2 p3/2", jjweight, "(no unit)", 4)
show("Spin-orbit expectation", so_exp)
show("Coulomb expectation above 4S", coul_exp)
show("Second-order energy", second)
show("Fourth-order term", fourth_term)
show("Series radius in zeta/F2", radius, "(no unit)", 3)
print(f"Series sum through (zeta/F2)^80: {sum40:.3e} hartree")
names = ("second J=3/2", "J=5/2", "J=1/2", "third J=3/2")
for name, val in zip(names, levels):
    print(f"Excitation to {name}: {val:.6f} hartree = {val*EV:.3f} eV")
show("Reduced p1/2-p3/2 quadrupole amplitude", scale, "of original", 2)
for name, val in zip(names, change):
    show(f"Change of excitation to {name}", val)
print("finished without a failed check")
```

It prints:

```
Input F2: 0.004500 hartree
Input zeta: 0.046000 hartree
Ratio zeta/F2: 10.222 (no unit)
Coulomb energy of 4S without F0: -15.000 F2
Coulomb energy of 2D without F0: -6.000 F2
Coulomb energy of 2P without F0: -0.000 F2
2D term above 4S: 0.040500 hartree
2P term above 4S: 0.067500 hartree
Diagonal spin-orbit element 4S: 0.000000 zeta (magnitude)
Diagonal spin-orbit element 2D: 0.000000 zeta (magnitude)
Diagonal spin-orbit element 2P: 0.000000 zeta (magnitude)
Coupling 4S-2P: 0.046000 hartree
Coupling 2D-2P: 0.051430 hartree
Coupling 4S-2D: 0.000000 hartree
Contrast: p2 3P0 diagonal element: -1.000 zeta
Particle-hole phase 2D relative to 4S: 1 (no unit)
Particle-hole phase 2P relative to 4S: -1 (no unit)
J=3/2 eigenvalue 1: -0.032886 hartree
J=3/2 eigenvalue 2: 0.021901 hartree
J=3/2 eigenvalue 3: 0.118985 hartree
Ground eigenvalue: -0.895 eV
Determinant of J=3/2 matrix: -85.698 1e-6 hartree^3
Lower bound -3 zeta/2: -0.069000 hartree
Upper bound from 4S-2P block: -0.023303 hartree
Ground-state weight of 4S: 0.5675 (no unit)
Ground-state weight of 2D: 0.1425 (no unit)
Ground-state weight of 2P: 0.2900 (no unit)
Ground-state coefficient of 4S: -0.7533 (no unit)
Ground-state coefficient of 2D: -0.3774 (no unit)
Ground-state coefficient of 2P: 0.5386 (no unit)
Weight of p1/2^2 p3/2: 0.8740 (no unit)
Spin-orbit expectation: -0.058234 hartree
Coulomb expectation above 4S: 0.025348 hartree
Second-order energy: -0.031348 hartree
Fourth-order term: -0.015772 hartree
Series radius in zeta/F2: 6.992 (no unit)
Series sum through (zeta/F2)^80: -5.676e+08 hartree
Excitation to second J=3/2: 0.054787 hartree = 1.491 eV
Excitation to J=5/2: 0.073386 hartree = 1.997 eV
Excitation to J=1/2: 0.100386 hartree = 2.732 eV
Excitation to third J=3/2: 0.151871 hartree = 4.133 eV
Reduced p1/2-p3/2 quadrupole amplitude: 0.90 of original
Change of excitation to second J=3/2: -0.000864 hartree
Change of excitation to J=5/2: -0.004036 hartree
Change of excitation to J=1/2: -0.002326 hartree
Change of excitation to third J=3/2: -0.007825 hartree
finished without a failed check
```
